# The Stoner-Wohlfarth astroid and the loss of a metastable macrospin state: a numerical check

```python
"""Stoner-Wohlfarth astroid for a uniaxial macrospin.

Result under test: the energy (in units of 2 K V)
    e(phi) = sin(phi)^2 / 2 - hx cos(phi) - hy sin(phi)
has two minima if |hx|^(2/3) + |hy|^(2/3) < 1 and one minimum outside.
phi : angle of the magnetization from the easy axis x
h   : field divided by B_K = 2 K / Ms;  psi : angle of the field from +x
K   : anisotropy energy density;  Ms : magnetization;  V : volume
"""
import numpy as np
import sympy as sp
from scipy.constants import k as k_B
from scipy.optimize import brentq, minimize_scalar

rng = np.random.default_rng(7)

# Symbolic derivatives of the energy
p, a, b, t = sp.symbols("p a b t", real=True)
e_sym = sp.sin(p)**2 / 2 - a * sp.cos(p) - b * sp.sin(p)
d1, d2, d3, d4 = [sp.diff(e_sym, p, n) for n in (1, 2, 3, 4)]
energy = sp.lambdify((p, a, b), e_sym, "numpy")
slope = sp.lambdify((p, a, b), d1, "numpy")

fold = sp.solve([d1, d2], [a, b], dict=True)[0]
assert sp.simplify(fold[a] + sp.cos(p)**3) == 0
assert sp.simplify(fold[b] - sp.sin(p)**3) == 0
assert sp.simplify(d3.subs(fold) + 3 * sp.sin(p) * sp.cos(p)) == 0
assert d4.subs({p: 0, a: -1, b: 0}) == -3
assert d4.subs({p: sp.pi / 2, a: 0, b: 1}) == 3
line = {a: -sp.cos(p)**3 + t * sp.cos(p), b: sp.sin(p)**3 + t * sp.sin(p)}
assert sp.simplify(d1.subs(line)) == 0
assert sp.simplify(d2.subs(line) - t) == 0

# Count minima directly on an energy grid for random fields
grid = np.linspace(0, 2 * np.pi, 7200, endpoint=False) + 1e-4


def grid_minima(values):
    lower = (values < np.roll(values, 1)) & (values < np.roll(values, -1))
    return np.flatnonzero(lower)


n_inside = n_outside = 0
for hx, hy in rng.uniform(-1.3, 1.3, (600, 2)):
    s = abs(hx)**(2 / 3) + abs(hy)**(2 / 3)
    if abs(s - 1) < 0.01:      # too close to the boundary for the grid
        continue
    values = energy(grid, hx, hy)
    found = grid_minima(values)
    if s < 1:
        n_inside += 1
        assert len(found) == 2
        low, high = found[np.argsort(values[found])]
        assert np.cos(grid[low]) * hx > 0 > np.cos(grid[high]) * hx
    else:
        n_outside += 1
        assert len(found) == 1
assert n_inside > 50 and n_outside > 50


# Full sphere: energy as a function of the unit vector m
def energy_vec(m, h):
    return 0.5 * (1 - m[0]**2) - np.dot(m, h)


step = 1e-3
for phi, stiff in zip(rng.uniform(0, 2 * np.pi, 30), rng.uniform(-1, 1, 30)):
    m0 = np.array([np.cos(phi), np.sin(phi), 0.0])
    h = np.array([-np.cos(phi)**3, np.sin(phi)**3, 0.0]) + stiff * m0
    in_plane = np.array([-np.sin(phi), np.cos(phi), 0.0])
    normal = np.array([0.0, 0.0, 1.0])
    for axis, expected in ((in_plane, stiff),
                           (normal, stiff + np.sin(phi)**2)):
        up = energy_vec(np.cos(step) * m0 + np.sin(step) * axis, h)
        down = energy_vec(np.cos(step) * m0 - np.sin(step) * axis, h)
        assert abs(up - down) / (2 * step) < 1e-5
        curvature = (up + down - 2 * energy_vec(m0, h)) / step**2
        assert abs(curvature - expected) < 1e-5


def relax(m, h, steps):
    """Overdamped descent of unit vectors m (rows) in fields h (rows)."""
    m = m.copy()
    for _ in range(steps):
        pull = h + m * np.array([1.0, 0.0, 0.0])
        m = m + 0.2 * pull
        m /= np.sqrt((m * m).sum(axis=1, keepdims=True))
    return m


for hx, hy, expected in ((-0.3, 0.2, 2), (0.1, -0.5, 2),
                         (-0.5, 0.4, 1), (0.2, 0.9, 1)):
    starts = rng.normal(size=(60, 3))
    starts /= np.linalg.norm(starts, axis=1, keepdims=True)
    ends = relax(starts, np.array([[hx, hy, 0.0]]), 3000)
    assert np.max(np.abs(ends[:, 2])) < 1e-6
    distinct = []
    for m in ends:
        if all(np.linalg.norm(m - q) > 1e-3 for q in distinct):
            distinct.append(m)
    assert len(distinct) == expected


# Switching field: formula against maximum field that holds a state
def h_switch(psi):
    return (abs(np.cos(psi))**(2 / 3) + abs(np.sin(psi))**(2 / 3))**-1.5


def phi_critical(psi):
    return np.arctan(abs(np.tan(psi))**(1 / 3))


def largest_holding_field(psi):
    res = minimize_scalar(
        lambda x: -np.sin(x) * np.cos(x) / np.sin(psi - x),
        bounds=(1e-9, np.pi / 2 - 1e-9), method="bounded",
        options={"xatol": 1e-10})
    return -res.fun, res.x


degrees = np.arange(95, 176)
direct = []
for deg in degrees:
    field, angle = largest_holding_field(np.radians(deg))
    direct.append(field)
    assert abs(field - h_switch(np.radians(deg))) < 1e-9
    assert abs(angle - phi_critical(np.radians(deg))) < 1e-6
assert degrees[np.argmin(direct)] == 135 and abs(min(direct) - 0.5) < 1e-9

# Slow ramps from +x: 1 % below threshold holds, 1 % above switches
psis = np.radians([100, 135, 150, 170])
final = np.concatenate([0.99 * h_switch(psis), 1.01 * h_switch(psis)])
both = np.concatenate([psis, psis])
target = np.column_stack([final * np.cos(both), final * np.sin(both),
                          np.zeros(8)])
m = np.tile([1.0, 1e-3, 1e-3], (8, 1))
m /= np.linalg.norm(m, axis=1, keepdims=True)
for fraction in np.linspace(0.05, 1, 20):
    m = relax(m, fraction * target, 1500)
assert np.all(m[:4, 0] > 0) and np.all(m[4:, 0] < 0)

# Leaving the astroid on the favourable side causes no jump
m = np.array([[1.0, 0.0, 0.0]])
direction = np.array([[np.cos(np.pi / 6), np.sin(np.pi / 6), 0.0]])
for size in np.linspace(0.05, 2, 40):
    new = relax(m, size * direction, 400)
    assert np.linalg.norm(new - m) < 0.05
    m = new

# Hard-axis cusp: the two equal minima approach phi = 90 deg smoothly
for hy in (0.9, 0.99, 0.999):
    right = minimize_scalar(lambda x: energy(x, 0.0, hy),
                            bounds=(0, np.pi / 2), method="bounded",
                            options={"xatol": 1e-10}).x
    assert abs(np.sin(right) - hy) < 1e-6
    assert abs(energy(np.pi - right, 0.0, hy) - energy(right, 0.0, hy)) < 1e-12

# Easy-axis reversal barrier
for h in (0.0, 0.3, 0.7):
    top = np.max(energy(grid, -h, 0.0)) - energy(0.0, -h, 0.0)
    assert abs(top - 0.5 * (1 - h)**2) < 1e-6


# Barrier for an oblique field, from located stationary points
def barrier(h, psi):
    hx, hy = h * np.cos(psi), h * np.sin(psi)
    middle = phi_critical(psi)
    low = brentq(slope, 0, middle, args=(hx, hy), xtol=1e-14)
    top = brentq(slope, middle, np.pi / 2, args=(hx, hy), xtol=1e-14)
    return low, top, energy(top, hx, hy) - energy(low, hx, hy)


def barrier_law(delta, psi):
    c = phi_critical(psi)
    return 4 / 3 * np.sqrt(2 / 3) * np.sin(c) * np.cos(c) * delta**1.5


for deg in (110, 150, 165):
    psi = np.radians(deg)
    errors = [abs(barrier((1 - d) * h_switch(psi), psi)[2]
                  / barrier_law(d, psi) - 1) for d in (1e-2, 1e-3, 1e-4)]
    assert errors[0] > errors[1] > errors[2] and errors[2] < 1e-2

# Worked example with round model parameters
Ms, K, V, T = 1.0e6, 1.0e5, 2000e-27, 300.0
psi = np.radians(150)
B_K = 2 * K / Ms
h_sw, phi_c = h_switch(psi), phi_critical(psi)
B_sw = h_sw * B_K


def energy_SI(phi, B):
    return K * V * np.sin(phi)**2 - Ms * V * B * np.cos(phi - psi)


assert len(grid_minima(energy_SI(grid, 0.999 * B_sw))) == 2
assert len(grid_minima(energy_SI(grid, 1.001 * B_sw))) == 1


def far_minimum(h):
    return brentq(slope, np.pi / 2, np.pi,
                  args=(h * np.cos(psi), h * np.sin(psi)), xtol=1e-14)


phi_after = far_minimum(h_sw)
released = energy_SI(phi_c, B_sw) - energy_SI(phi_after, B_sw)
assert released > 0
B_in = 0.08
low, top, gap = barrier(B_in / B_K, psi)
far = far_minimum(B_in / B_K)
gap_SI = energy_SI(top, B_in) - energy_SI(low, B_in)
assert abs(gap_SI / (2 * K * V) - gap) < 1e-12
gap90 = barrier(0.9 * h_sw, psi)[2]
law90 = barrier_law(0.1, psi)

print(f"Magnetization Ms = {Ms:.3e} A/m")
print(f"Anisotropy K = {K:.3e} J/m^3")
print(f"Volume V = {V * 1e27:.0f} nm^3")
print(f"Field angle psi = {np.degrees(psi):.1f} deg")
print(f"Anisotropy field B_K = {B_K:.4f} T")
print(f"Zero-field barrier K V = {K * V:.4e} J")
print(f"K V / (k_B T) at {T:.0f} K = {K * V / (k_B * T):.2f}")
print(f"Reduced switching field h_sw = {h_sw:.5f}")
print(f"Switching field B_sw = {B_sw:.5f} T")
print(f"Critical field component hx = {h_sw * np.cos(psi):.5f}")
print(f"Critical field component hy = {h_sw * np.sin(psi):.5f}")
print(f"Critical angle phi_c = {np.degrees(phi_c):.3f} deg")
print(f"Angle after the jump = {np.degrees(phi_after):.3f} deg")
print(f"m along field before jump = {np.cos(phi_c - psi):.4f}")
print(f"m along field after jump = {np.cos(phi_after - psi):.4f}")
print(f"Energy released in jump = {released:.4e} J")
print(f"Energy released / (K V) = {released / (K * V):.4f}")
print(f"Inside field B = {B_in:.3f} T, h = {B_in / B_K:.3f}")
print(f"  metastable minimum at {np.degrees(low):.3f} deg")
print(f"  saddle at {np.degrees(top):.3f} deg")
print(f"  stable minimum at {np.degrees(far):.3f} deg")
print(f"  metastable energy / (K V) = {energy_SI(low, B_in)/(K*V):.5f}")
print(f"  saddle energy / (K V) = {energy_SI(top, B_in)/(K*V):.5f}")
print(f"  stable energy / (K V) = {energy_SI(far, B_in)/(K*V):.5f}")
print(f"  barrier = {gap_SI:.4e} J")
print(f"  barrier / (k_B T) at {T:.0f} K = {gap_SI / (k_B * T):.3f}")
print(f"Barrier/(K V) at 0.9 B_sw, computed = {2 * gap90:.5f}")
print(f"Barrier/(K V) at 0.9 B_sw, 3/2 law = {2 * law90:.5f}")
print(f"Ratio computed / law at 0.9 B_sw = {gap90 / law90:.4f}")
print("Reduced switching field against field angle:")
for deg in (180, 165, 150, 135, 120, 105, 90):
    print(f"  psi = {deg:3d} deg: h_sw = {h_switch(np.radians(deg)):.4f}")
print(f"Random fields tested inside astroid: {n_inside}")
print(f"Random fields tested outside astroid: {n_outside}")
print("verified")
```

It prints:

```
Magnetization Ms = 1.000e+06 A/m
Anisotropy K = 1.000e+05 J/m^3
Volume V = 2000 nm^3
Field angle psi = 150.0 deg
Anisotropy field B_K = 0.2000 T
Zero-field barrier K V = 2.0000e-19 J
K V / (k_B T) at 300 K = 48.29
Reduced switching field h_sw = 0.52402
Switching field B_sw = 0.10480 T
Critical field component hx = -0.45381
Critical field component hy = 0.26201
Critical angle phi_c = 39.784 deg
Angle after the jump = 169.671 deg
m along field before jump = -0.3456
m along field after jump = 0.9416
Energy released in jump = 3.4527e-19 J
Energy released / (K V) = 1.7263
Inside field B = 0.080 T, h = 0.400
  metastable minimum at 18.358 deg
  saddle at 63.506 deg
  stable minimum at 171.482 deg
  metastable energy / (K V) = 0.63077
  saddle energy / (K V) = 0.75207
  stable energy / (K V) = -0.72249
  barrier = 2.4259e-20 J
  barrier / (k_B T) at 300 K = 5.857
Barrier/(K V) at 0.9 B_sw, computed = 0.03363
Barrier/(K V) at 0.9 B_sw, 3/2 law = 0.03386
Ratio computed / law at 0.9 B_sw = 0.9932
Reduced switching field against field angle:
  psi = 180 deg: h_sw = 1.0000
  psi = 165 deg: h_sw = 0.6147
  psi = 150 deg: h_sw = 0.5240
  psi = 135 deg: h_sw = 0.5000
  psi = 120 deg: h_sw = 0.5240
  psi = 105 deg: h_sw = 0.6147
  psi =  90 deg: h_sw = 1.0000
Random fields tested inside astroid: 98
Random fields tested outside astroid: 494
verified
```
